# Tracing misfit-temperature boundaries by pseudo-arclength continuation, Hessian tests and equal energies: verification in Python

```python
"""Misfit-temperature diagram of a clamped ferroelectric film.

Result under test: continuation of stationarity, soft-curvature and equal-energy
equations gives the phase boundaries of
  G = A X + C Y + B1 X^2 + B3 Y^2 + D X Y + k (X^3/4 + Y^3),
where X = P1^2 + P2^2 with P1^2 = P2^2, and Y = P3^2.
Phases: p (P=0), c (X=0), aa (Y=0), r (X and Y nonzero).
A and C depend linearly on misfit m (percent) and tau = (T-T0)/(100 K).
Energy density is in GJ/m^3, polarization in C/m^2, compliance in 1/GPa.
The independent reference is the bulk Gibbs energy with numerically solved
film stresses. All material parameters are round model choices.
"""
import numpy as np
from scipy.optimize import brentq, minimize, minimize_scalar

T0, ALPHA = 500.0, 1.0e-3
A11, A12, K = 0.2, 1.6, 1.0
S11, S12, S44 = 0.008, -0.003, 0.010
Q11, Q12, Q44 = 0.10, -0.03, 0.06
COMPLIANCE = np.array([[S11, S12, 0], [S12, S11, 0], [0, 0, S44]])
STIFFNESS = np.linalg.inv(COMPLIANCE)

A_TAU = 100 * ALPHA
A_M = -(Q11 + Q12) / (S11 + S12) / 100
C_M = -2 * Q12 / (S11 + S12) / 100
B1 = A11/2 + A12/4 + (Q11+Q12)**2/(4*(S11+S12)) + Q44**2/(8*S44)
B3 = A11 + Q12**2 / (S11 + S12)
D = A12 + Q12 * (Q11 + Q12) / (S11 + S12)
ANISO = 2*A11 - A12 + (Q11-Q12)**2/(S11-S12) - Q44**2/(2*S44)


def film_energy(P, m, tau):
    """Legendre-transformed energy with the film stresses solved explicitly."""
    q = np.square(P)
    u = m / 100
    electro = np.array([Q11*q[0] + Q12*(q[1]+q[2]),
                        Q11*q[1] + Q12*(q[0]+q[2]), Q44*P[0]*P[1]])
    stress = STIFFNESS @ (np.array([u, u, 0.0]) - electro)
    gibbs = (A_TAU*tau*np.sum(q) + A11*np.sum(q**2)
             + A12*(q[0]*q[1]+q[1]*q[2]+q[2]*q[0]) + K*np.sum(q**3)
             - 0.5*stress@COMPLIANCE@stress - stress@electro)
    return gibbs + u*(stress[0] + stress[1])


def quadratic(m, tau):
    return A_TAU*tau + A_M*m, A_TAU*tau + C_M*m


def reduced(X, Y, m, tau):
    A, C = quadratic(m, tau)
    return A*X + C*Y + B1*X**2 + B3*Y**2 + D*X*Y + K*(X**3/4+Y**3)


def state(X, Y):
    return np.array([np.sqrt(X/2), np.sqrt(X/2), np.sqrt(Y)])


def c_aa(z):
    X, Y, m, tau = z
    A, C = quadratic(m, tau)
    return np.array([A + 2*B1*X + 0.75*K*X**2, C + 2*B3*Y + 3*K*Y**2,
                     reduced(X, 0, m, tau) - reduced(0, Y, m, tau)])


def c_r(z):
    Y, m, tau = z
    A, C = quadratic(m, tau)
    return np.array([C + 2*B3*Y + 3*K*Y**2, A + D*Y])


def aa_r_continuous(z):
    X, m, tau = z
    A, C = quadratic(m, tau)
    return np.array([A + 2*B1*X + 0.75*K*X**2, C + D*X])


def aa_r_first(z):
    """Equal-energy equations with the trivial merged solution divided out."""
    X, xi, Y, m, tau = z
    A, C = quadratic(m, tau)
    return np.array([
        A + 2*B1*X + 0.75*K*X**2,
        2*B1*xi + D + 0.75*K*(2*X*xi + xi**2*Y),
        C + 2*B3*Y + D*(X + xi*Y) + 3*K*Y**2,
        -B3 - 2*K*Y + xi**2*(B1 + 0.75*K*X) + 0.25*K*xi**3*Y])


def aa_r_plain(z):
    Xa, Xr, Y, m, tau = z
    A, C = quadratic(m, tau)
    return np.array([
        A + 2*B1*Xa + 0.75*K*Xa**2,
        A + 2*B1*Xr + D*Y + 0.75*K*Xr**2,
        C + 2*B3*Y + D*Xr + 3*K*Y**2,
        reduced(Xr, Y, m, tau) - reduced(Xa, 0, m, tau)])


def jacobian(system, z):
    columns = []
    for i in range(len(z)):
        shifted = np.array(z, dtype=complex)
        shifted[i] += 1e-30j
        columns.append(system(shifted).imag / 1e-30)
    return np.array(columns).T


def correct(system, guess, row, level):
    z = np.array(guess, dtype=float)
    for _ in range(40):
        matrix = np.vstack([jacobian(system, z), row])
        residual = np.append(system(z), row@z - level)
        change = np.linalg.solve(matrix, residual)
        z -= change
        if np.linalg.norm(change) < 1e-11:
            return z
    raise RuntimeError("Newton correction did not converge")


def tangent(system, z, reference):
    t = np.linalg.svd(jacobian(system, z))[2][-1]
    return t if t@reference > 0 else -t


def trace(system, start, step, events, stop):
    z = np.array(start, dtype=float)
    cooling = np.zeros(len(z))
    cooling[-1] = -1
    t = tangent(system, z, cooling)
    points, found = [z], {name: [] for name in events}
    for _ in range(600):
        new = correct(system, z + step*t, t, t@z + step)
        new_t = tangent(system, new, t)
        for name, test in events.items():
            if test(z, t) * test(new, new_t) < 0:
                def on_curve(s):
                    return correct(system, z+s*t, t, t@z+s)

                def value(s):
                    point = on_curve(s)
                    return test(point, tangent(system, point, t))
                s = brentq(value, 0, step, xtol=1e-13)
                found[name].append(on_curve(s))
        z, t = new, new_t
        points.append(z)
        if stop(z):
            return np.array(points), found
    raise RuntimeError("curve did not reach its stopping condition")


def at_temperature(kelvin):
    return lambda z, t: z[-1] - (kelvin - T0)/100


def kelvin(tau):
    return T0 + 100*tau


def derivatives(P, m, tau):
    h, unit = 1e-4, np.eye(3)
    f = lambda x: film_energy(x, m, tau)
    grad = np.array([(f(P+h*e)-f(P-h*e))/(2*h) for e in unit])
    hess = np.array([[(f(P+h*a+h*b)-f(P+h*a-h*b)-f(P-h*a+h*b)
                       + f(P-h*a-h*b))/(4*h*h) for b in unit] for a in unit])
    return grad, np.linalg.eigvalsh(hess)


def global_phase(m, tau):
    seeds = [(0.20, 0.17, 0.02), (0.05, 0.04, 0.25),
             (0.20, 0.03, 0.02), (0.20, 0.03, 0.20)]
    fits = [minimize(lambda P: 1e3*film_energy(P, m, tau), seed,
                     method="BFGS", options={"gtol": 1e-6}) for seed in seeds]
    P = np.abs(min(fits, key=lambda fit: fit.fun).x)
    inplane, normal = np.hypot(P[0], P[1]) > 0.01, P[2] > 0.01
    if inplane and min(P[:2]) < 0.7*max(P[:2]):
        return "unequal in-plane components"
    return {(False, False): "p", (False, True): "c",
            (True, False): "aa", (True, True): "r"}[(inplane, normal)]


def relaxed(energy, center):
    return minimize_scalar(energy, bounds=(0.8*center, 1.2*center),
                           method="bounded", options={"xatol": 1e-11}).fun


# The eliminated-stress polynomial, including in-plane anisotropy.
rng = np.random.default_rng(4)
a11_film = B1 + ANISO/4
for _ in range(40):
    P = rng.uniform(-0.5, 0.5, 3)
    m, tau = rng.uniform(-0.5, 0.5), rng.uniform(-3, 1)
    X, Y = P[0]**2+P[1]**2, P[2]**2
    A, C = quadratic(m, tau)
    polynomial = (A*X + C*Y + a11_film*X**2 + B3*Y**2 + D*X*Y
                  + K*(X**3+Y**3) - (ANISO+3*K*X)*P[0]**2*P[1]**2)
    constant = (m/100)**2/(S11+S12)
    assert abs(film_energy(P, m, tau)-polynomial-constant) < 1e-12
assert ANISO > 0 and D**2 > 4*B1*B3 and D/(2*B1) < 4**(1/3)

# Count minima after relaxing the in-plane amplitude on a fine grid.
Y = np.linspace(0, 0.4, 4001)
minimum_counts = []
for _ in range(400):
    m, tau = rng.uniform(-0.4, 0.6), rng.uniform(-3, 0.5)
    A, _ = quadratic(m, tau)
    force = np.minimum(A+D*Y, 0)
    X = (-2*B1+np.sqrt(4*B1**2-3*K*force))/(1.5*K)
    slope = np.diff(reduced(X, Y, m, tau))
    minimum_counts.append(int(slope[0] > 0)
                          + np.sum((slope[:-1] < 0) & (slope[1:] > 0)))
assert max(minimum_counts) == 2

# Trace the direct c/aa coexistence line to the loss of c stability.
tau = -0.05
ratio = np.sqrt(B1/B3)
m = A_TAU*tau*(ratio-1)/(A_M-ratio*C_M)
A, C = quadratic(m, tau)
seed = correct(c_aa, [-A/(2*B1), -C/(2*B3), m, tau],
               np.array([0, 0, 0, 1.0]), tau)
c_soft = lambda z: quadratic(z[2], z[3])[0] + D*z[1]
line_ca, hits_ca = trace(c_aa, seed, 0.02,
    {"end": lambda z, t: c_soft(z), "485": at_temperature(485)},
    lambda z: c_soft(z) < 0)
cep = hits_ca["end"][0]
Xe, Ye, me, te = cep

# Trace both boundaries that leave the critical end point.
M_SCAN = 0.05
line_cr, hits_cr = trace(c_r, [Ye, me, te], 0.05,
    {"fold": lambda z, t: t[1], "scan": lambda z, t: z[1]-M_SCAN,
     "400": at_temperature(400), "300": at_temperature(300),
     "225": at_temperature(225)}, lambda z: z[-1] < -3)
line_ra, hits_ra = trace(aa_r_first, [Xe, -Xe/Ye, Ye, me, te], 0.05,
    {"tri": lambda z, t: z[2], "scan": lambda z, t: z[3]-M_SCAN,
     "400": at_temperature(400), "300": at_temperature(300)},
    lambda z: z[2] < 0)
tri = hits_ra["tri"][0]
Xt, xit, Yt, mt, tt = tri
line_ar, hits_ar = trace(aa_r_continuous, [Xt, mt, tt], 0.05,
    {"225": at_temperature(225)}, lambda z: z[-1] < -3)
fold = hits_cr["fold"][0]

# Closed forms for the special points and regularity of the equations.
assert abs(Xt - (D**2/(4*B3)-B1)/(0.75*K)) < 1e-8
assert abs(fold[0] - (D-2*B3)/(6*K)) < 1e-8
plain_sv = np.linalg.svd(jacobian(aa_r_plain, [Xt, Xt, 0, mt, tt]))[1][-1]
regular_sv = np.linalg.svd(jacobian(aa_r_first, tri))[1][-1]
natural_sv = np.linalg.svd(jacobian(c_r, fold)[:, [0, 2]])[1][-1]
arc_sv = np.linalg.svd(np.vstack([jacobian(c_r, fold),
    tangent(c_r, fold, np.array([0, 0, -1.0]))]))[1][-1]
assert plain_sv < 1e-8 and regular_sv > 0.01
assert natural_sv < 1e-7 and arc_sv > 0.01
t_first = tangent(aa_r_first, tri, np.array([0, 0, 0, 0, -1.0]))
t_cont = tangent(aa_r_continuous, [Xt, mt, tt], np.array([0, 0, -1.0]))
slope_first, slope_cont = t_first[4]/t_first[3], t_cont[2]/t_cont[1]
assert abs(slope_first/slope_cont-1) < 1e-6

# Equal energies, true Hessians and slopes on first-order boundaries.
first_samples = []
for label, system, z in [("c/aa", c_aa, hits_ca["485"][0]),
                         ("r/aa", aa_r_first, hits_ra["400"][0]),
                         ("r/aa", aa_r_first, hits_ra["300"][0])]:
    m, tau = z[-2:]
    aa = state(z[0], 0)
    other = state(0, z[1]) if system is c_aa else state(z[0]+z[1]*z[2], z[2])
    for P in (aa, other):
        grad, eig = derivatives(P, m, tau)
        assert max(abs(grad)) < 2e-7 and eig[0] > 1e-5
    assert abs(film_energy(aa, m, tau)-film_energy(other, m, tau)) < 1e-11
    h = 1e-4
    dm = [(film_energy(P, m+h, tau)-film_energy(P, m-h, tau))/(2*h)
          for P in (aa, other)]
    dt = [(film_energy(P, m, tau+h)-film_energy(P, m, tau-h))/(2*h)
          for P in (aa, other)]
    clapeyron = -(dm[1]-dm[0])/(dt[1]-dt[0])
    reference = np.zeros(len(z))
    reference[-1] = -1
    t = tangent(system, z, reference)
    assert abs(clapeyron/(t[-1]/t[-2])-1) < 1e-5
    latent = 1e3*kelvin(tau)*ALPHA*(other@other-aa@aa)
    first_samples.append((label, kelvin(tau), m, aa, other,
                          100*clapeyron, latent))

# Soft modes and relaxed energy laws from the original film energy.
eig_c = derivatives(state(0, Ye), me, te)[1]
eig_aa_end = derivatives(state(Xe, 0), me, te)[1]
assert max(abs(eig_c[:2])) < 1e-6 and eig_aa_end[0] > 0
assert abs(film_energy(state(0, Ye), me, te)
           - film_energy(state(Xe, 0), me, te)) < 1e-11
assert min(abs(derivatives(state(Xt, 0), mt, tt)[1])) < 1e-6
quartics = []
for y, m, tau in ([Ye, me, te], hits_cr["300"][0]):
    def at_s(s):
        return relaxed(lambda p: film_energy(
            np.array([s/np.sqrt(2), s/np.sqrt(2), p]), m, tau), np.sqrt(y))
    numerical = (at_s(0.01)-at_s(0))/0.01**4
    formula = B1-D**2/(4*(B3+3*K*y))
    assert abs(numerical/formula-1) < 0.01 and formula > 0
    quartics.append(formula)
x, m, tau = hits_ar["225"][0]


def aa_relaxed(p, x, m, tau):
    return relaxed(lambda s: film_energy(
        np.array([s/np.sqrt(2), s/np.sqrt(2), p]), m, tau), np.sqrt(x))


aa_quartic = B3-D**2/(4*(B1+0.75*K*x))
numerical = (aa_relaxed(0.01, x, m, tau)-aa_relaxed(0, x, m, tau))/0.01**4
assert aa_quartic > 0 and abs(numerical/aa_quartic-1) < 0.02
base = aa_relaxed(0, Xt, mt, tt)
rise = [aa_relaxed(p, Xt, mt, tt)-base for p in (0.05, 0.10)]
exponent = np.log2(rise[1]/rise[0])
assert abs(exponent-6) < 0.05

# Global minimization on either side of traced boundaries.
for z, left, right in [(hits_ca["485"][0], "c", "aa"),
                       (hits_ra["400"][0], "r", "aa"),
                       (hits_ra["300"][0], "r", "aa"),
                       (hits_cr["400"][0], "c", "r"),
                       (hits_cr["300"][0], "c", "r"),
                       (hits_ar["225"][0], "r", "aa")]:
    assert global_phase(z[-2]-0.01, z[-1]) == left
    assert global_phase(z[-2]+0.01, z[-1]) == right
for m, phase in [(-0.1, "c"), (0.1, "aa")]:
    onset = -(C_M if phase == "c" else A_M)*m/A_TAU
    assert global_phase(m, onset+0.03) == "p"
    assert global_phase(m, onset-0.03) == phase

# Re-entrant cooling sequence at fixed misfit.
assert len(hits_ra["scan"]) == 1 and len(hits_cr["scan"]) == 2
cuts = [-A_M*M_SCAN/A_TAU, hits_ra["scan"][0][-1],
        hits_cr["scan"][0][-1], hits_cr["scan"][1][-1]]
assert all(a > b for a, b in zip(cuts, cuts[1:]))
trial_tau = [cuts[0]+0.08] + [(a+b)/2 for a, b in zip(cuts, cuts[1:])]
trial_tau.append(cuts[-1]-0.16)
sequence = [global_phase(M_SCAN, tau) for tau in trial_tau]
assert sequence == ["p", "aa", "r", "c", "r"]

print(f"T0 = {T0:.0f} K; alpha = {ALPHA:.4f} GJ m/(C^2 K)")
print(f"bulk a11, a12 = {A11:.2f}, {A12:.2f} GJ m^5/C^4")
print(f"sixth-order k = {K:.2f} GJ m^9/C^6")
print(f"s11, s12, s44 = {S11:.3f}, {S12:.3f}, {S44:.3f} 1/GPa")
print(f"Q11, Q12, Q44 = {Q11:.2f}, {Q12:.2f}, {Q44:.2f} m^4/C^2")
print(f"A, C change per percent misfit = {A_M:.3f}, {C_M:.3f} GJ m/C^2")
print(f"B1, B3, D = {B1:.4f}, {B3:.4f}, {D:.4f} GJ m^5/C^4")
print(f"2a11*-a12* = {ANISO:.4f} GJ m^5/C^4")
print(f"D^2-4 B1 B3 = {D**2-4*B1*B3:.4f} (GJ m^5/C^4)^2")
print(f"D/(2 B1) = {D/(2*B1):.4f}; bound = {4**(1/3):.4f} (no unit)")
print(f"largest number of distinct minima in scan = {max(minimum_counts)}")
print(f"p/c, p/aa slopes = {-100*C_M/A_TAU:.1f}, "
      f"{-100*A_M/A_TAU:.1f} K per percent")
print(f"bicritical point: misfit {0*M_SCAN:.4f} percent, T {T0:.2f} K")
print(f"critical end point: misfit {me:.5f} percent, T {kelvin(te):.3f} K")
print(f"  X_aa, Y_c = {Xe:.6f}, {Ye:.6f} C^2/m^4")
print(f"  |P| in aa, c = {np.sqrt(Xe):.5f}, {np.sqrt(Ye):.5f} C/m^2")
print(f"  latent heat = {1e3*kelvin(te)*ALPHA*(Ye-Xe):.4f} MJ/m^3")
print(f"tricritical point: misfit {mt:.5f} percent, T {kelvin(tt):.3f} K")
print(f"  X_aa = {Xt:.6f} C^2/m^4; |P| = {np.sqrt(Xt):.5f} C/m^2")
print(f"  xi = {xit:.5f} (no unit)")
print(f"  first-order, continuous slopes = {100*slope_first:.3f}, "
      f"{100*slope_cont:.3f} K per percent")
print(f"  relaxed energy exponent in P3 = {exponent:.4f} (no unit)")
print(f"c/r fold: misfit {fold[1]:.5f} percent, T {kelvin(fold[2]):.3f} K")
print(f"  Y = {fold[0]:.6f} C^2/m^4; P3 = {np.sqrt(fold[0]):.5f} C/m^2")
print("smallest singular values in the program's scaled variables:")
print(f"  merged minima: plain {plain_sv:.1e}, divided {regular_sv:.4f}")
print(f"  fold: fixed misfit {natural_sv:.1e}, arclength {arc_sv:.4f}")
print("first-order samples: T in K, misfit in percent, P in C/m^2")
for label, T, m, aa, other, slope, latent in first_samples:
    print(f"  {label}: T {T:.1f}, misfit {m:.5f}, aa |P| "
          f"{np.linalg.norm(aa):.5f}")
    print(f"    other in-plane P {np.hypot(*other[:2]):.5f}, "
          f"P3 {other[2]:.5f}")
    print(f"    slope {slope:.2f} K per percent; latent heat "
          f"{latent:.4f} MJ/m^3")
print("continuous samples: T in K, misfit in percent, P in C/m^2")
for name in ("400", "300", "225"):
    y, m, tau = hits_cr[name][0]
    print(f"  c/r: T {kelvin(tau):.1f}, misfit {m:.5f}, P3 {np.sqrt(y):.5f}")
x, m, tau = hits_ar["225"][0]
print(f"  aa/r: T {kelvin(tau):.1f}, misfit {m:.5f}, |P| {np.sqrt(x):.5f}")
print(f"c/r quartic at end point, 300 K = {quartics[0]:.5f}, "
      f"{quartics[1]:.5f} GJ m^5/C^4")
print(f"aa/r quartic at 225 K = {aa_quartic:.5f} GJ m^5/C^4")
print(f"cooling at {M_SCAN:.3f} percent misfit: {' -> '.join(sequence)}")
print("  transition temperatures = "
      + ", ".join(f"{kelvin(t):.3f}" for t in cuts) + " K")
print(f"traced points c/aa, c/r, r/aa, aa/r = {len(line_ca)}, "
      f"{len(line_cr)}, {len(line_ra)}, {len(line_ar)}")
print("every check passed")
```

Printed output:

```
T0 = 500 K; alpha = 0.0010 GJ m/(C^2 K)
bulk a11, a12 = 0.20, 1.60 GJ m^5/C^4
sixth-order k = 1.00 GJ m^9/C^6
s11, s12, s44 = 0.008, -0.003, 0.010 1/GPa
Q11, Q12, Q44 = 0.10, -0.03, 0.06 m^4/C^2
A, C change per percent misfit = -0.140, 0.120 GJ m/C^2
B1, B3, D = 0.7900, 0.3800, 1.1800 GJ m^5/C^4
2a11*-a12* = 0.1564 GJ m^5/C^4
D^2-4 B1 B3 = 0.1916 (GJ m^5/C^4)^2
D/(2 B1) = 0.7468; bound = 1.5874 (no unit)
largest number of distinct minima in scan = 2
p/c, p/aa slopes = -120.0, 140.0 K per percent
bicritical point: misfit 0.0000 percent, T 500.00 K
critical end point: misfit 0.03699 percent, T 471.150 K
  X_aa, Y_c = 0.021321, 0.028837 C^2/m^4
  |P| in aa, c = 0.14602, 0.16982 C/m^2
  latent heat = 3.5414 MJ/m^3
tricritical point: misfit 0.34005 percent, T 260.871 K
  X_aa = 0.168070 C^2/m^4; |P| = 0.40996 C/m^2
  xi = -0.64407 (no unit)
  first-order, continuous slopes = -590.476, -590.476 K per percent
  relaxed energy exponent in P3 = 5.9997 (no unit)
c/r fold: misfit 0.05654 percent, T 425.315 K
  Y = 0.070000 C^2/m^4; P3 = 0.26458 C/m^2
smallest singular values in the program's scaled variables:
  merged minima: plain 3.0e-18, divided 0.1792
  fold: fixed misfit 4.2e-18, arclength 0.1838
first-order samples: T in K, misfit in percent, P in C/m^2
  c/aa: T 485.0, misfit 0.02011, aa |P| 0.10590
    other in-plane P 0.00000, P3 0.12490
    slope -784.99 K per percent; latent heat 2.1268 MJ/m^3
  r/aa: T 400.0, misfit 0.12698, aa |P| 0.26847
    other in-plane P 0.24414, P3 0.13319
    slope -735.12 K per percent; latent heat 2.1083 MJ/m^3
  r/aa: T 300.0, misfit 0.27550, aa |P| 0.37615
    other in-plane P 0.37214, P3 0.06747
    slope -622.96 K per percent; latent heat 0.4654 MJ/m^3
continuous samples: T in K, misfit in percent, P in C/m^2
  c/r: T 400.0, misfit 0.05152, P3 0.30143
  c/r: T 300.0, misfit -0.04559, P3 0.40507
  c/r: T 225.0, misfit -0.17649, P3 0.46056
  aa/r: T 225.0, misfit 0.40214, |P| 0.43836
c/r quartic at end point, 300 K = 0.04382, 0.39092 GJ m^5/C^4
aa/r quartic at 225 K = 0.00735 GJ m^5/C^4
cooling at 0.050 percent misfit: p -> aa -> r -> c -> r
  transition temperatures = 507.000, 460.140, 452.490, 396.310 K
traced points c/aa, c/r, r/aa, aa/r = 14, 56, 44, 14
every check passed
```
